# Ritz values of a similarity-transformed Hamiltonian need not be upper bounds

**Question: my transformed Hamiltonian has the same spectrum as $H$. Should its subspace energies be upper bounds?**

I build $A=e^{-T}He^{T}$ as an explicit matrix for linear H$_4$ in STO-3G, with $T$ from CCSD. Full diagonalization of $A$ reproduces the FCI energies. I reasoned that a matrix with the spectrum of $H$ must obey the variational principle, so that projecting it on a subspace gives values above the ground-state energy. At a spacing of 200 pm my Arnoldi iteration starts about 18 mEh below FCI. Is this a bug? If not, where can the projected eigenvalues lie, and are they at least real?

**Answer**

It is not a bug. The proof of the variational principle uses orthonormal eigenvectors as well as a real spectrum, and the transformation keeps only the spectrum. As shown below, the bound fails as soon as the right and left ground-state eigenvectors of $A$ differ in direction.

### Setting

$H$ is a real symmetric $n\times n$ matrix in an orthonormal determinant basis, with eigenvalues $E_0<E_1\le E_2\le\dots$ and orthonormal eigenvectors $\psi_j$. $T$ is real, $X=e^T$, $A=X^{-1}HX$. Ritz values are the eigenvalues of $V^\dagger AV$, where the $k$ columns of $V$ are orthonormal. Energies are in hartree (Eh).

The vector $r_j=X^{-1}\psi_j$ obeys $Ar_j=X^{-1}H\psi_j=E_jr_j$. Since $A^T=X^TH(X^T)^{-1}$, the vector $l_j=X^T\psi_j$ obeys $A^Tl_j=E_jl_j$. The overlaps $r_i^Tr_j=\psi_i^T(XX^T)^{-1}\psi_j$ are in general not $\delta_{ij}$.

### Where the usual proof breaks

For $H$, write $x=\sum_jc_j\psi_j$ with $|x|=1$. Orthonormality removes the cross terms, so $x^\dagger Hx=\sum_j|c_j|^2E_j\ge E_0$. Higher roots follow too. Order the Ritz values $\theta_0\le\theta_1\le\dots$. The first $m+1$ Ritz vectors span enough dimensions to contain a unit vector $x$ orthogonal to $\psi_0,\dots,\psi_{m-1}$, so $x^\dagger Hx\ge E_m$. Inside that span $x^\dagger Hx$ is an average of $\theta_0,\dots,\theta_m$, so $\theta_m\ge E_m$.

For $A$, write $x=\sum_jc_jr_j$. Then $x^\dagger Ax=\sum_jw_jE_j$ with $w_j=c_j\,x^\dagger r_j$. The weights sum to $x^\dagger x=1$, but they can be negative or complex, so the sum is not an average.

### The field of values

Define $W(A)=\{x^\dagger Ax:\ x\in\mathbb C^n,\ |x|=1\}$. If $V^\dagger AVc=\theta c$ with $|c|=1$, then $x=Vc$ has unit length and $\theta=x^\dagger Ax\in W(A)$. Conversely, each point of $W$ is the Ritz value of a one-dimensional complex subspace. The union of Ritz values over all subspaces is therefore exactly $W(A)$. A fixed larger dimension need not reach every point; at $k=n$ only the eigenvalues remain.

$W$ is convex. A $2\times2$ matrix is $B=a_0+\mathbf a\cdot\boldsymbol\sigma$ with Pauli matrices $\sigma_i$, $a_0=\tfrac12\operatorname{tr}B$ and complex $a_i=\tfrac12\operatorname{tr}(\sigma_iB)$. The unit vector $c=(\cos\frac\beta2,\ e^{i\gamma}\sin\frac\beta2)$ gives $c^\dagger\boldsymbol\sigma c=\mathbf n=(\sin\beta\cos\gamma,\sin\beta\sin\gamma,\cos\beta)$, which covers the unit sphere, and $c^\dagger Bc=a_0+\mathbf a\cdot\mathbf n$. The real-linear map $\mathbf n\mapsto\mathbf a\cdot\mathbf n$ from $\mathbb R^3$ to the plane has a nonzero kernel vector $\mathbf u$. Any point of the ball can be moved along $\mathbf u$ to the sphere without changing its image, so sphere and ball have the same image, a filled ellipse (possibly degenerate). Two points of $W(A)$, from $x_1$ and $x_2$, lie in the ellipse of $A$ compressed to their span. That ellipse is part of $W(A)$ and contains the segment between them.

For the extent of $W$, split $A=S+K$ with $S=\frac12(A+A^T)$ and $K=\frac12(A-A^T)$. Both $S$ and $-iK$ are Hermitian, so $\operatorname{Re}x^\dagger Ax=x^\dagger Sx$ and $\operatorname{Im}x^\dagger Ax=x^\dagger(-iK)x$. The conjugate of $-iK$ is its negative, so its eigenvalues come in $\pm$ pairs and the largest is the spectral norm $\|K\|_2$. Hence
$$\operatorname{Re}W=[\lambda_{\min}(S),\lambda_{\max}(S)],\qquad \max\operatorname{Im}W=\|K\|_2 .$$
For real $x$ the number $x^TKx$ equals its transpose $-x^TKx$ and vanishes, so single real vectors fill only the real interval.

### Undershoot

Normalize $|r_0|=|l_0|=1$. Then $r_0^TSr_0=r_0^TAr_0=E_0$, so $\lambda_{\min}(S)\le E_0$. If equality holds, $r_0$ minimizes the quotient of the symmetric matrix $S$, so $Sr_0=E_0r_0$ and $A^Tr_0=(2S-A)r_0=E_0r_0$. Because $E_0$ is nondegenerate, $r_0$ is then parallel to $l_0$. So $\lambda_{\min}(S)<E_0$ strictly whenever the right and left ground vectors differ in direction. Parallel vectors are necessary for a bound but do not suffice, since the rest of $A$ can still push $W$ below $E_0$.

The undershoot begins arbitrarily close to the exact vector. Let $g=(A^T-E_0)r_0$, which obeys $g\cdot r_0=r_0^T(A-E_0)r_0=0$ and vanishes only if $r_0\parallel l_0$. Take a real unit vector $y\perp r_0$ and $x=r_0+\varepsilon y$. Since $(A-E_0)r_0=0$, we have $(A-E_0)x=\varepsilon(A-E_0)y$, and
$$\theta-E_0=\frac{x^T(A-E_0)x}{x^Tx}=\frac{\varepsilon\,g\cdot y+\varepsilon^2y^T(A-E_0)y}{1+\varepsilon^2}.$$
Whenever $g\cdot y\neq0$ the error is first order in the vector error and, for small $\varepsilon$, changes sign with $\varepsilon$; $y=-g/|g|$ gives slope $-|g|$. For symmetric $H$, $g=0$ and only the nonnegative quadratic term is left.

A two-sided quotient removes the linear term, because $l_0^T(A-E_0)=0$ as well:
$$\frac{(l_0+\varepsilon z)^TA(r_0+\varepsilon y)}{(l_0+\varepsilon z)^T(r_0+\varepsilon y)}-E_0=\varepsilon^2\,\frac{z^T(A-E_0)y}{l_0\cdot r_0}+O(\varepsilon^3).$$
The error is now second order, so for small $\varepsilon$ it is smaller than the one-sided error whenever $g\cdot y\neq0$. Its leading term flips sign under $z\to-z$, so the two-sided value is still no bound.

### Complex pairs from real subspaces

For real $V$ the matrix $V^TAV$ is real, so its eigenvalues are real or conjugate pairs. On a plane, rotate the basis to diagonalize the symmetric part. The antisymmetric part is $\kappa$ times the rotation generator, which commutes with rotations and is unchanged. Then
$$B=\begin{pmatrix}\sigma_1&\kappa\\-\kappa&\sigma_2\end{pmatrix},\qquad(\sigma_1-\theta)(\sigma_2-\theta)+\kappa^2=0,$$
$$\theta=\frac{\sigma_1+\sigma_2}2\pm\sqrt{\frac{(\sigma_1-\sigma_2)^2}4-\kappa^2},$$
which is complex exactly when $2|\kappa|>|\sigma_1-\sigma_2|$. For $n=2$ the plane is the whole space and the values are real. For $n\ge3$, take eigenvectors $e_1,e_2,e_3$ of $S$ with $s_1<s_2<s_3$ and set $w=\cos\varphi\,e_1\pm\sin\varphi\,e_3$ with $\sin^2\varphi=(s_2-s_1)/(s_3-s_1)$. Then $w^TSw=s_1+(s_3-s_1)\sin^2\varphi=s_2$ and $e_2^TSw=0$, so on the plane $\{e_2,w\}$ both $\sigma$ equal $s_2$ and
$$\theta=s_2\pm i\kappa,\qquad \kappa=K_{21}\cos\varphi\pm K_{23}\sin\varphi,\qquad K_{ij}=e_i^TKe_j .$$
The better sign gives $|\kappa|=|K_{21}|\cos\varphi+|K_{23}|\sin\varphi$, nonzero unless $K_{21}=K_{23}=0$. This is a sufficient condition for a complex pair.

Such pairs fade as a solver converges on the full $A$. If $(A-\theta)x=\rho$ with $|x|=1$, then $(H-\theta)Xx=X\rho$. Expanding in the $\psi_j$ gives $\min_j|E_j-\theta|\,|Xx|\le|X\rho|$, and $|Xx|\ge1/\|X^{-1}\|_2$, so $|\operatorname{Im}\theta|\le\min_j|E_j-\theta|\le\|X\|_2\|X^{-1}\|_2|\rho|$. The residual is the convergence measure; a lower $\theta$ is no sign of a better vector.

### CCSD and EOM-CCSD energies are Ritz values

Let $T=\sum_\mu t_\mu\tau_\mu$ with commuting single and double excitation operators and $\Phi_\mu=\tau_\mu\Phi_0$ orthonormal. The energy $E_{CC}=\langle\Phi_0|A|\Phi_0\rangle$ is the Ritz value of the line through $\Phi_0$. The amplitude equations $\langle\Phi_\mu|A|\Phi_0\rangle=0$ mean $A\Phi_0=E_{CC}\Phi_0+\chi$, with $\chi$ made of triples and higher. Since $\tau_\nu$ commutes with $T$, $\partial A/\partial t_\nu=A\tau_\nu-\tau_\nu A$. The vector $\tau_\nu\chi$ has no single or double part, so the Jacobian of the amplitude equations is
$$J_{\mu\nu}=\langle\Phi_\mu|A|\Phi_\nu\rangle-E_{CC}\delta_{\mu\nu}.$$
The compression of $A$ to $\{\Phi_0,\Phi_\mu\}$ has first column $(E_{CC},0,\dots)$ and lower block $E_{CC}+J$. This is the EOM-CCSD matrix. Its eigenvalues are Ritz values of the full $A$ however tightly the solver converges, because $\chi$ and its analogues for excited roots lie outside the truncated space. They are confined to $W(A)$ and need be neither bounds nor real.

### H$_2$, where $W$ is known in closed form

In STO-3G with RHF orbitals, $\Phi_0=\sigma_g^2$ couples only to $\Phi_D=\sigma_u^2$, since the singles are ungerade. The coupling is the exchange integral $K_x=(\sigma_g\sigma_u|\sigma_g\sigma_u)$, with the phase of $\Phi_D$ chosen to make it positive. With $T=t|\Phi_D\rangle\langle\Phi_0|$, $T^2=0$ and $X^{\pm1}=1\pm T$. Multiplying by $X$ on the right adds $t$ times column 2 to column 1, and $X^{-1}$ on the left subtracts $t$ times row 1 from row 2:
$$A=\begin{pmatrix}E_{HF}+tK_x&K_x\\K_x+t\delta-t^2K_x&E_D-tK_x\end{pmatrix},\qquad\delta=E_D-E_{HF}.$$
The root $t=(\delta-\Delta)/2K_x$ with $\Delta=\sqrt{\delta^2+4K_x^2}$ cancels the lower left element. The diagonal then holds the eigenvalues, with gap $E_1-E_0=\delta-2tK_x=\Delta$. The traces give $a_0=\frac12(E_0+E_1)$ and $\mathbf a=(K_x/2,\ iK_x/2,\ -\Delta/2)$. The real part $(K_x/2,0,-\Delta/2)$ and imaginary part $(0,K_x/2,0)$ are orthogonal, so their lengths are the semi-axes, $\frac12\sqrt{\Delta^2+K_x^2}$ along the real axis and $\frac12K_x$ across it. The focal distance is the root of the difference of their squares, $\Delta/2$, so the foci are $E_0$ and $E_1$. The real vector $(\cos\alpha,\sin\alpha)$ gives $\theta=a_0-\frac\Delta2\cos2\alpha+\frac{K_x}2\sin2\alpha$, stationary at $\tan2\alpha=-K_x/\Delta$, with minimum below $E_0$ by $\frac12(\sqrt{\Delta^2+K_x^2}-\Delta)$.

At 74 pm, $E_{HF}=-1.116759$, $E_D=0.462618$ and $K_x=0.181210$ Eh, so $\delta=1.579377$ and $\Delta=1.620427$ Eh. Then $t=-0.041050/0.362420=-0.1133$ and $E_0=-1.116759-0.020525=-1.137284$ Eh. The semi-axes are $0.815264$ and $0.090605$ Eh. The undershoot is $0.815264-0.810214=0.005050$ Eh, or 0.137 eV, at $\alpha=-0.0557$ rad. Here $T$ is exact and $\Phi_0$ is the right eigenvector, yet a small rotation of it lowers the value. These digits belong to STO-3G: over the full determinant space the undershoot grows to 6.1 mEh in 6-31G and 8.5 mEh in cc-pVDZ, and $\max\operatorname{Im}W$ to 112 and 148 mEh.

### Linear H$_4$

The cluster amplitudes are followed from 100 pm outward. Errors below are relative to FCI in the same basis. The CCSD error is $+0.008$ mEh at 100 pm, then $-0.127$, $-1.47$, $-7.18$ and $-18.3$ mEh at 125, 150, 175 and 200 pm. These values depend strongly on the basis: in 6-31G the errors are $+0.33$, $+0.06$, $-1.31$ and $-5.28$ mEh at 100, 150, 175 and 200 pm, so the undershoot sets in later and is about a third as large at 200 pm. All H$_4$ numbers below are STO-3G values unless stated. The rest refers to 200 pm and the 12-dimensional singlet gerade block, where $E_0=-1.897781$ Eh and $E_{CC}=-1.916086$ Eh, a difference of $-0.018305$ Eh ($-0.498$ eV).

The field of values reaches 74.1 mEh (2.02 eV) below $E_0$, 6.7 mEh above the top eigenvalue, and 370 mEh off the real axis. These are the limits over all trial vectors in this block, not what a given solver produces. The full 36-determinant $M_S=0$ space gives the same three numbers. In 6-31G the full $M_S=0$ space reaches 41 mEh below $E_0$ and 282 mEh off the real axis.

The overlap is $l_0\cdot r_0=0.786$ and $|g|=0.42587$ Eh. For $\varepsilon=\pm0.02$ along $y=-g/|g|$ the linear term is $\mp0.02\times0.42587=\mp8.52$ mEh. The computed errors are $-8.28$ and $+8.75$ mEh, both shifted up by about 0.24 mEh, which is the even-order part of the formula. With $z$ the unit vector along $\pm(A-E_0)y$, the two-sided coefficient is $0.98757$ Eh, and the leading term at $\varepsilon=0.02$ is $\pm0.0004\times0.98757=\pm0.395$ mEh, against computed $+0.395$ and $-0.384$ mEh.

The three lowest eigenvalues of $S$ lie at $-74.12$, $1.50$ and $483.51$ mEh from $E_0$. So $\sin^2\varphi=75.62/557.63$, $\sin\varphi=0.3683$, $\cos\varphi=0.9297$, and with $|K_{21}|=17.203$ and $|K_{23}|=15.626$ mEh,
$$|\kappa|=15.99+5.75\approx21.7\ \text{mEh}.$$
The plane gives $\theta-E_0=1.5\pm21.7\,i$ mEh, an imaginary part of 0.59 eV. Of 2000 planes drawn around this one, 1555 gave complex and 445 real values, each as the criterion predicts. The sample is centred on the special plane, so the ratio says nothing about typical subspaces.

The nine-dimensional EOM-CCSD space has lowest roots $-18.3$, $113.1$, $475.4$, $519.3$ mEh, against FCI roots $0$, $41.2$, $528.9$, $543.6$ mEh. Counted in order, the first, third and fourth break the rule $\theta_m\ge E_m$. All EOM-CCSD roots in this block came out real to the printed precision, so this particular subspace shows no complex pair, although other real subspaces of the same block do.

Your iteration, Arnoldi on $A$ from $\Phi_0$, gives lowest values $-18.31$, $-18.31$, $-3.19$, $-0.60$, $1.42$, $0.85$, $-0.07$, $-0.02$ mEh for $k=1,\dots,8$, with no imaginary parts. It approaches $E_0$ from both sides. The repeated first value has a structural cause. The second basis vector is $\chi/|\chi|$, and $\langle\Phi_0|e^{-T}=\langle\Phi_0|$ because $T$ only excites. So $\langle\Phi_0|A|\chi\rangle=\langle\Phi_0|He^T|\chi\rangle=0$, as $e^T\chi$ is at least triply excited and $H$ moves at most two electrons. The $2\times2$ matrix is triangular and keeps $E_{CC}$. Lanczos on $H$ from the same vector gives $322.2$, $77.3$, $2.41$, $1.08$, $0.86$, $0.61$, $0.12$, $0.00$ mEh, falling monotonically, since each space contains the previous one and the lowest Ritz value of $H$ is the minimum of its quotient.

### How to recover a bound

If $T$ is replaced by the antisymmetric $T-T^T$, the exponential is orthogonal, the transformed matrix is symmetric, and the first proof applies.

With the original $X$, use the metric $M=X^TX$. Then $MA=X^THX$ is symmetric, and with $Y=XV$ the problem $V^\dagger MAVc=\theta V^\dagger MVc$ reads $Y^\dagger HYc=\theta Y^\dagger Yc$. This is the Ritz problem of $H$ on the span of $XV$, so $\theta_m\ge E_m$. On $\Phi_0$ it is the expectation value of $H$ in $e^T\Phi_0$. With the same amplitudes that gave $-18.3$ mEh it lies 10.0 mEh above FCI, while CISD lies 43.1 mEh above. In 6-31G the same expectation value lies 3.9 mEh above FCI. The price is that $e^{T^T}$ de-excites, so $M$ involves all excitation levels of $e^T\Phi_0$.

The numerical check below asserts the H$_2$ ellipse, membership in $W$ and its convexity on random subspaces, the slope $-|g|$, both two-sided signs, the complex pair and its criterion, the Jacobian identity against finite differences, and both restored bounds.

## Computed results

```
H2 R = 74.0 pm: E_HF = -1.116759 Eh, E_D = 0.462618 Eh, Kx = 0.181210 Eh
H2 delta = 1.579377 Eh, t = -0.113263
H2 E0 = -1.137284 Eh, E1 = 0.483143 Eh, Delta = 1.620427 Eh
H2 ellipse semi-axes = 0.815264 Eh, 0.090605 Eh
H2 best real angle = -0.05568 rad, lowest Ritz value = -1.142334 Eh
H2 undershoot = 5.050 mEh = 0.1374 eV
H4 R = 100 pm: E_CCSD - E_FCI = 0.008 mEh
H4 R = 125 pm: E_CCSD - E_FCI = -0.127 mEh
H4 R = 150 pm: E_CCSD - E_FCI = -1.474 mEh
H4 R = 175 pm: E_CCSD - E_FCI = -7.184 mEh
H4 R = 200 pm: E_CCSD - E_FCI = -18.305 mEh
H4 example R = 200 pm, block dimension 12, ref+S+D dimension 9
E_RHF = -1.575616 Eh, E_FCI = -1.897781 Eh, E_CCSD = -1.916086 Eh
E_CCSD - E_FCI = -18.305 mEh = -0.4981 eV
E_CISD - E_FCI = 43.144 mEh, metric value on Phi0 - E_FCI = 9.959 mEh
lambda_min(S) - E0 = -74.121 mEh = -2.0169 eV
lambda_max(S) - E_max = 6.703 mEh, max Im W = 370.334 mEh
l0.r0 = 0.78588, |g| = 0.42587 Eh, two-sided coefficient = 0.98757 Eh
eps = 0.02: one-sided errors -8.277, 8.751 mEh
eps = 0.02: two-sided errors 0.395, -0.384 mEh
s1,s2,s3 - E0 (mEh): -74.12 1.50 483.51
sin(phi) = 0.36826, cos(phi) = 0.92972
|K21| = 17.203 mEh, |K23| = 15.626 mEh
complex pair - E0 = 1.501 +- 21.749 i mEh (Im = 0.5918 eV)
random planes: 445 real, 1555 complex
FCI roots 1-4 - E0 (mEh): 0.00 41.20 528.91 543.61
EOM-CCSD Re roots 1-4 - E0 (mEh): -18.31 113.09 475.37 519.28
EOM-CCSD largest |Im| in block = 0.000 mEh
Arnoldi on A, k=1..8, lowest Re - E0 (mEh): -18.31 -18.31 -3.19 -0.60 1.42 0.85 -0.07 -0.02
Arnoldi on A, k=1..8, largest |Im| (mEh): 0.00 0.00 0.00 0.00 0.00 0.00 0.00 0.00
Lanczos on H, k=1..8, lowest - E0 (mEh): 322.16 77.33 2.41 1.08 0.86 0.61 0.12 0.00
1 Eh = 27.211386 eV
```
